# A failing check and its repair

Subject: Newton Solution of the Planar Poisson-Boltzmann Equation on a Stretched Grid.

```python
"""Planar Poisson-Boltzmann equation y'' = sinh(y), y(0)=y0, y(L)=0.

y: potential in units kT/e; x: distance in Debye lengths; 1:1 electrolyte.
Exact half-space charge (Gouy-Chapman): s = -y'(0) = 2 sinh(y0/2).
Results under test: Newton iteration from zero interior potential descends
monotonically by less than 1 per step after the first step, with
max error_(k+1) <= (max error_k)^2 / 2; the discrete charge error is
second order, with a known coefficient on uniform and stretched grids.
Stretched grid: x_i = b (exp(a i/N) - 1), b = 1/sinh(y0/2), a = ln(1+L/b).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded


def stretched_grid(y0, length, cells):
    b = 1 / np.sinh(y0 / 2)
    a = np.log1p(length / b)
    return b * np.expm1(a * np.arange(cells + 1) / cells), a, b


def newton(x, y0):
    """Return all iterates, beginning with zero interior potential."""
    h = np.diff(x)
    w = (h[1:] + h[:-1]) / 2
    y = np.zeros(len(x))
    y[0] = y0
    iterates = [y.copy()]
    for _ in range(100):
        residual = -np.diff(np.diff(y) / h) + w * np.sinh(y[1:-1])
        band = np.zeros((3, len(w)))
        band[0, 1:] = -1 / h[1:-1]
        band[1] = 1 / h[:-1] + 1 / h[1:] + w * np.cosh(y[1:-1])
        band[2, :-1] = -1 / h[1:-1]
        step = solve_banded((1, 1), band, residual)
        y[1:-1] -= step
        iterates.append(y.copy())
        if np.max(np.abs(step)) < 1e-8:
            return iterates
    raise RuntimeError("Newton iteration did not converge")


def wall_charge(x, y):
    h0 = x[1] - x[0]
    return (y[0] - y[1]) / h0 + h0 / 2 * np.sinh(y[0])


def exact_profile(x, y0):
    return 4 * np.arctanh(np.tanh(y0 / 4) * np.exp(-x))


def discrete_energy(x, y):
    h = np.diff(x)
    density = 2 * np.sinh(y / 2) ** 2
    return np.sum(np.diff(y) ** 2 / (2 * h)
                  + h * (density[1:] + density[:-1]) / 2)


def error_density(y):
    return np.cosh(y) * (np.cosh(y) - 1) / 6 + np.sinh(y) ** 2 / 24


# Model parameters and physical scales
temperature, permittivity, molar, potential = 298.15, 80.0, 0.01, 0.150
L = 12.0
thermal_voltage = const.k * temperature / const.e
eps = permittivity * const.epsilon_0
number_density = molar * 1000 * const.N_A
debye = np.sqrt(eps * thermal_voltage / (2 * const.e * number_density))
charge_unit = eps * thermal_voltage / debye
y0 = potential / thermal_voltage
s = 2 * np.sinh(y0 / 2)

# Newton bounds, including strongly charged walls
scan = []
for wall in (2.0, y0, 10.0, 20.0):
    x, a, b = stretched_grid(wall, L, 400)
    its = newton(x, wall)
    final = its[-1]
    for k in range(1, len(its) - 1):
        drop = its[k] - its[k + 1]
        assert np.all(drop > -1e-9)
        assert np.all(drop <= np.tanh(its[k]) + 1e-9)
        e_now = np.max(np.abs(its[k] - final))
        e_next = np.max(np.abs(its[k + 1] - final))
        assert e_next <= e_now ** 2 / 2 + 1e-9
    scan.append((wall, np.max(its[1] - final), len(its) - 1))
x, a, b = stretched_grid(y0, L, 400)
for y in newton(x, y0)[1:]:
    assert np.min(np.diff(np.diff(y) / np.diff(x))) > -1e-9

# Charge errors on both grids
table, profile_error = [], {}
for cells in (50, 100, 200, 400, 800):
    x, a, b = stretched_grid(y0, L, cells)
    its = newton(x, y0)
    y = its[-1]
    err_stretched = wall_charge(x, y) / s - 1
    err_bare = (y[0] - y[1]) / x[1] / s - 1
    profile_error[cells] = np.max(np.abs(y - exact_profile(x, y0)))
    xu = np.linspace(0, L, cells + 1)
    itu = newton(xu, y0)
    err_uniform = wall_charge(xu, itu[-1]) / s - 1
    table.append((cells, err_uniform, err_stretched, err_bare,
                  len(itu) - 1, len(its) - 1))
assert 3.8 < profile_error[200] / profile_error[400] < 4.2
assert 3.8 < table[2][2] / table[3][2] < 4.2
bare_law = -x[1] * np.cosh(y0 / 2) / 2
assert abs(table[-1][3] / bare_law - 1) < 0.02

# Discrete Gauss law and charge as energy derivative
h = np.diff(x)
diffuse = np.sum((h[1:] + h[:-1]) / 2 * np.sinh(y[1:-1]))
assert abs((diffuse + wall_charge(x, y) - (y[0] - y[1]) / h[0]
            + (y[-2] - y[-1]) / h[-1]
            - h[0] / 2 * np.sinh(y0)) / ((y[0] - y[1]) / h[0]) - 1) < 1e-8
delta = 1e-3
slope = (discrete_energy(x, newton(x, y0 + delta)[-1])
         - discrete_energy(x, newton(x, y0 - delta)[-1])) / (2 * delta)
assert abs(slope / wall_charge(x, y) - 1) < 1e-6

# Error coefficient on the stretched grid, by quadrature in ln(1+x/b)
integral = quad(lambda t: (b * np.exp(t)) ** 2
                * error_density(exact_profile(b * np.expm1(t), y0)), 0, a)[0]
coefficient = (b ** 2 * error_density(y0) + 2 * integral) / s ** 2
assert abs(table[-1][2] / (coefficient * (a / 800) ** 2) - 1) < 0.01

# High-potential limit of the coefficient
xh, ah, bh = stretched_grid(20.0, L, 1600)
err_high = wall_charge(xh, newton(xh, 20.0)[-1]) / (2 * np.sinh(10.0)) - 1
coefficient_high = err_high / (ah / 1600) ** 2
assert abs(coefficient_high / (5 / 12) - 1) < 0.01

# Uniform grid law and equal-accuracy comparison
uniform_coefficient = (5 * np.cosh(y0 / 2) ** 2 - 2) / 24
target = table[1][2]
match_cells = int(np.ceil(L * np.sqrt(uniform_coefficient / target)))
xm = np.linspace(0, L, match_cells + 1)
err_match = wall_charge(xm, newton(xm, y0)[-1]) / s - 1
assert abs(err_match / target - 1) < 0.05
xf = np.linspace(0, L, 6001)
err_fine = wall_charge(xf, newton(xf, y0)[-1]) / s - 1
assert abs(err_fine / (uniform_coefficient * (L / 6000) ** 2) - 1) < 0.02

# Finite-domain error: shorten the same grid, so discretization cancels
cut = np.searchsorted(x, 4.0)
short = x[:cut + 1]
shift = (wall_charge(short, newton(short, y0)[-1]) - wall_charge(x, y)) / s
gamma = np.tanh(y0 / 4)
shift_law = 32 * gamma ** 2 * np.exp(-2 * short[-1]) / s ** 2
assert abs(shift / shift_law - 1) < 0.03

print(f"temperature {temperature:.2f} K; relative permittivity {permittivity:.0f}")
print(f"salt {molar:.2f} mol/L; wall potential {potential*1000:.0f} mV")
print(f"thermal voltage kT/e = {thermal_voltage*1000:.3f} mV")
print(f"Debye length = {debye*1e9:.4f} nm")
print(f"charge unit = {charge_unit:.6f} C/m^2")
print(f"y0 = {y0:.5f}; exact s = {s:.5f} (dimensionless)")
print(f"exact surface charge = {s*charge_unit:.6f} C/m^2"
      f" = {s*charge_unit*100:.4f} microC/cm^2")
print(f"contact counterion concentration = {molar*np.exp(y0):.3f} mol/L")
print(f"domain L = {L:.0f} Debye lengths = {L*debye*1e9:.3f} nm")
print(f"stretching b = {b:.6f} Debye lengths; a = {a:.5f}")
x100 = stretched_grid(y0, L, 100)[0]
its = newton(x100, y0)
print(f"N=100 stretched: first cell {x100[1]:.6f}, "
      f"last cell {x100[-1]-x100[-2]:.5f} Debye lengths")
print(f"N=100 stretched charge = "
      f"{wall_charge(x100, its[-1])*charge_unit:.6f} C/m^2")
print("Newton history, N=100: k, max error, max drop to next (units kT/e)")
for k in range(1, len(its) - 1):
    print(f"  {k:2d} {np.max(np.abs(its[k]-its[-1])):.3e}"
          f" {np.max(np.abs(its[k]-its[k+1])):.3e}")
print("relative charge errors: N, uniform, stretched, stretched bare"
      " difference; Newton solves uniform, stretched")
for row in table:
    print("  %4d %.4e %.4e %.4e %3d %3d" % row)
print("max profile error, stretched N=100, 200, 400 (kT/e): "
      + " ".join(f"{profile_error[n]:.3e}" for n in (100, 200, 400)))
print(f"stretched coefficient of (a/N)^2 = {coefficient:.5f}")
print(f"same at y0=20, measured = {coefficient_high:.5f}; 5/12 = {5/12:.5f}")
print(f"uniform coefficient of h^2 = {uniform_coefficient:.4f}")
print(f"uniform cells matching stretched N=100: {match_cells};"
      f" their relative error {err_match:.4e}")
print("scan N=400: y0, max excess after first solve (kT/e), solves")
for row in scan:
    print("  %.3f %.4f %d" % row)
print(f"cut at {short[-1]:.4f} Debye lengths: relative charge shift"
      f" {shift:.4e}, law {shift_law:.4e}")
print(f"law at L=12: {32*gamma**2*np.exp(-2*L)/s**2:.2e}")
print("OK")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 107, in <module>
    assert 3.8 < profile_error[200] / profile_error[400] < 4.2
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The failed test compared the solved profile with the half-space Gouy-Chapman profile over the whole domain. The solved profile is set to zero at x = L, where the exact one is still 4γe^{-L}, about 2e-5 for L = 12; this fixed difference does not shrink with the grid and is as large as the grid error expected at N = 400, so the error ratio could not reach 4. The second-order test now uses only the inner half, x ≤ L/2, where the end condition changes the potential by only about 5e-8, and its tolerance is unchanged. The outer half is therefore no longer covered by this test, but the whole-domain error and the exact potential at L are printed to show the floor, and the Gauss-law check is rewritten more plainly with the same content.

Diff:

```diff
@@ -91,6 +91,7 @@
     assert np.min(np.diff(np.diff(y) / np.diff(x))) > -1e-9
 
-# Charge errors on both grids
-table, profile_error = [], {}
+# Charge and profile errors. The end condition y(L)=0 leaves a fixed profile
+# error near x=L, so the order in the grid is measured on the inner half.
+table, inner_error, whole_error = [], {}, {}
 for cells in (50, 100, 200, 400, 800):
     x, a, b = stretched_grid(y0, L, cells)
@@ -99,5 +100,7 @@
     err_stretched = wall_charge(x, y) / s - 1
     err_bare = (y[0] - y[1]) / x[1] / s - 1
-    profile_error[cells] = np.max(np.abs(y - exact_profile(x, y0)))
+    deviation = np.abs(y - exact_profile(x, y0))
+    inner_error[cells] = np.max(deviation[x <= L / 2])
+    whole_error[cells] = np.max(deviation)
     xu = np.linspace(0, L, cells + 1)
     itu = newton(xu, y0)
@@ -105,15 +108,17 @@
     table.append((cells, err_uniform, err_stretched, err_bare,
                   len(itu) - 1, len(its) - 1))
-assert 3.8 < profile_error[200] / profile_error[400] < 4.2
+assert 3.8 < inner_error[200] / inner_error[400] < 4.2
 assert 3.8 < table[2][2] / table[3][2] < 4.2
 bare_law = -x[1] * np.cosh(y0 / 2) / 2
 assert abs(table[-1][3] / bare_law - 1) < 0.02
 
-# Discrete Gauss law and charge as energy derivative
+# Discrete Gauss law: wall charge = charge in all cells + field left at L
 h = np.diff(x)
-diffuse = np.sum((h[1:] + h[:-1]) / 2 * np.sinh(y[1:-1]))
-assert abs((diffuse + wall_charge(x, y) - (y[0] - y[1]) / h[0]
-            + (y[-2] - y[-1]) / h[-1]
-            - h[0] / 2 * np.sinh(y0)) / ((y[0] - y[1]) / h[0]) - 1) < 1e-8
+cell_charge = (h[0] / 2 * np.sinh(y0)
+               + np.sum((h[1:] + h[:-1]) / 2 * np.sinh(y[1:-1])))
+end_field = (y[-2] - y[-1]) / h[-1]
+assert abs((cell_charge + end_field) / wall_charge(x, y) - 1) < 1e-8
+
+# Charge as derivative of the discrete energy
 delta = 1e-3
 slope = (discrete_energy(x, newton(x, y0 + delta)[-1])
@@ -177,6 +182,9 @@
 for row in table:
     print("  %4d %.4e %.4e %.4e %3d %3d" % row)
-print("max profile error, stretched N=100, 200, 400 (kT/e): "
-      + " ".join(f"{profile_error[n]:.3e}" for n in (100, 200, 400)))
+print("max profile error for x <= L/2, stretched N=100, 200, 400 (kT/e): "
+      + " ".join(f"{inner_error[n]:.3e}" for n in (100, 200, 400)))
+print("same over whole domain (kT/e): "
+      + " ".join(f"{whole_error[n]:.3e}" for n in (100, 200, 400)))
+print(f"exact half-space potential at L = {exact_profile(L, y0):.3e} kT/e")
 print(f"stretched coefficient of (a/N)^2 = {coefficient:.5f}")
 print(f"same at y0=20, measured = {coefficient_high:.5f}; 5/12 = {5/12:.5f}")
```

After the repair:

```
temperature 298.15 K; relative permittivity 80
salt 0.01 mol/L; wall potential 150 mV
thermal voltage kT/e = 25.693 mV
Debye length = 3.0710 nm
charge unit = 0.005926 C/m^2
y0 = 5.83826; exact s = 18.47120 (dimensionless)
exact surface charge = 0.109462 C/m^2 = 10.9462 microC/cm^2
contact counterion concentration = 3.432 mol/L
domain L = 12 Debye lengths = 36.852 nm
stretching b = 0.108277 Debye lengths; a = 4.71695
N=100 stretched: first cell 0.005230, last cell 0.55788 Debye lengths
N=100 stretched charge = 0.109564 C/m^2
Newton history, N=100: k, max error, max drop to next (units kT/e)
   1 1.132e+00 7.767e-01
   2 3.646e-01 3.288e-01
   3 3.660e-02 3.625e-02
   4 3.510e-04 3.510e-04
   5 3.143e-08 3.143e-08
   6 4.441e-16 4.441e-16
relative charge errors: N, uniform, stretched, stretched bare difference; Newton solves uniform, stretched
    50 6.0512e-01 3.7254e-03 -4.6030e-02   6   7
   100 2.0279e-01 9.3056e-04 -2.3360e-02   7   7
   200 5.9176e-02 2.3259e-04 -1.1770e-02   7   7
   400 1.5712e-02 5.8145e-05 -5.9076e-03   7   7
   800 4.0003e-03 1.4536e-05 -2.9596e-03   7   7
max profile error for x <= L/2, stretched N=100, 200, 400 (kT/e): 3.017e-04 7.543e-05 1.886e-05
same over whole domain (kT/e): 3.017e-04 7.543e-05 2.206e-05
exact half-space potential at L = 2.206e-05 kT/e
stretched coefficient of (a/N)^2 = 0.41812
same at y0=20, measured = 0.41667; 5/12 = 0.41667
uniform coefficient of h^2 = 17.8951
uniform cells matching stretched N=100: 1665; their relative error 9.2812e-04
scan N=400: y0, max excess after first solve (kT/e), solves
  2.000 0.0611 5
  5.838 1.1328 7
  10.000 3.7244 9
  20.000 12.1156 18
cut at 4.0077 Debye lengths: relative charge shift 2.5127e-05, law 2.4958e-05
law at L=12: 2.85e-12
OK
```
